\section*{Stress in a Film Heated Faster than Its Thick Substrate}

\section{The question}

An aluminium film on a glass plate is warmed by 50 K. If the whole plate warms with it, the film stress depends on the difference between the two expansion coefficients, since the glass expands too and gives the film part of the length it wants. If the film is warmed within a microsecond, the expansion of the glass drops out of the stress almost entirely. Yet the glass touching the film is then as hot as the film itself. Why does this hot glass not stretch the film, and for how long does the answer hold?

\section{What the film feels}

Let $\Delta T$ be the temperature rise of the film, $h_f$ its thickness, $E_f$ its Young modulus, $\nu_f$ its Poisson ratio and $\alpha_f$ its linear expansion coefficient. Strains and stresses are changes from the state before heating, and tension is positive. Any residual stress is to be added. The materials are linear, isotropic and perfectly bonded, and the heating is uniform along the film.

The top face is free. Far from edges nothing varies along the film, so mechanical equilibrium makes the normal stress constant through the thickness, and it must therefore vanish. The two in-plane stresses are equal; call them $\sigma$. Hooke's law for the in-plane strain $\varepsilon$ is
\begin{equation}
\varepsilon=\frac{\sigma-\nu_f\sigma}{E_f}+\alpha_f\Delta T .
\end{equation}
Solving for the stress gives
\begin{equation}
\sigma=M_f(\varepsilon-\alpha_f\Delta T),\qquad M_f=\frac{E_f}{1-\nu_f}.
\label{film}
\end{equation}

The substrate temperature does not appear in this law. The substrate acts on the film through $\varepsilon$ alone, so the question becomes how much the top face of the substrate changes its length.

If the substrate is uniformly warmed by $\Delta T$ and is much stiffer in total than the film, then $\varepsilon=\alpha_s\Delta T$, where $\alpha_s$ is its expansion coefficient. Equation (\ref{film}) gives the familiar mismatch stress
\begin{equation}
\sigma_{\rm slow}=-M_f(\alpha_f-\alpha_s)\Delta T .
\end{equation}
If the top face keeps its original length, then $\varepsilon=0$ and
\begin{equation}
\sigma_{\rm fast}=-M_f\alpha_f\Delta T .
\label{fast}
\end{equation}
It remains to show why the length is kept although the top of the substrate is hot.

\section{The hot skin is clamped as well}

Shortly after heating begins, heat has entered a thin skin of the substrate. This skin is bonded to the cold material below it just as the film is. To lengthen, it would have to stretch the whole plate, and a thin layer has too little force to do so. It goes into compression instead. With $M_s=E_s/(1-\nu_s)$ and $T(d)$ the temperature rise at depth $d$, its stress is nearly
\begin{equation}
\sigma_s(d)\simeq -M_s\alpha_sT(d).
\end{equation}

The suppressed expansion reappears partly in the free direction, normal to the surface. There the strain is
\begin{equation}
\varepsilon_{zz}=\alpha_sT-\frac{2\nu_s\sigma_s}{E_s}
=\alpha_sT\left(1+\frac{2\nu_s}{1-\nu_s}\right)
=\alpha_sT\,\frac{1+\nu_s}{1-\nu_s}.
\end{equation}
The skin thickens by more than its free thermal expansion, and this lifts the film without stretching it. The substrate need not be cold at the interface. Once the plate is in mechanical equilibrium, it is the cold bulk beneath the skin that holds the length; the next section measures how much it gives way.

\section{How much does the plate give way?}

Let the substrate have thickness $h_s\gg h_f$, and let $y=h_s/2-d$ be the height above its mid-plane. When the in-plane strain does not vary along the plate, compatibility of strains requires its second derivative through the thickness to vanish. Hence
\begin{equation}
\varepsilon(y)=a+by,
\end{equation}
with $a$ the mean stretch and $b$ the bending. The substrate stress is
\begin{equation}
\sigma_s=M_s(a+by-\alpha_sT).
\end{equation}

Suppose first that the plate is free to stretch and bend. Its sag $|b|R^2/2$ over a half-width $R$ must stay well below $h_s$; a wider plate cannot bend into a spherical cap without straining its mid-plane, and the linear balance below then fails. No external force or moment acts, so the film force per unit width, $\sigma h_f$, must be balanced by the substrate. The film is thin enough to be placed at $y=h_s/2$. All integrals below run over $0<d<h_s$. Since $\int y\,dd=0$ and $\int y^2dd=h_s^3/12$, the two balances are
\begin{align}
M_s\left(ah_s-\alpha_s\int T\,dd\right)+\sigma h_f&=0,\\
M_s\left(\frac{bh_s^3}{12}-\alpha_s\int Ty\,dd\right)+\sigma h_f\frac{h_s}{2}&=0.
\end{align}
They give
\begin{align}
a&=\frac{\alpha_s}{h_s}\int T\,dd-\frac{\sigma h_f}{M_sh_s},\\
b&=\frac{12\alpha_s}{h_s^3}\int Ty\,dd-\frac{6\sigma h_f}{M_sh_s^2}.
\end{align}

The film sees the strain at the top face, $\varepsilon=a+bh_s/2$. In the thermal part the integrand is $T$ multiplied by
\begin{equation}
1+\frac{6y}{h_s}=1+\frac{6}{h_s}\left(\frac{h_s}{2}-d\right)=4-\frac{6d}{h_s}.
\end{equation}
In the film part the stretch contributes 1 and the bending 3. Therefore
\begin{equation}
\varepsilon=g\alpha_s\Delta T-\frac{4h_f}{M_sh_s}\sigma,
\qquad
g=\frac{1}{h_s\Delta T}\int_0^{h_s}T(d)\left(4-\frac{6d}{h_s}\right)dd .
\label{g}
\end{equation}
The number $g$ is the fraction of the free expansion $\alpha_s\Delta T$ that substrate heat produces at the top face. Inserting $\varepsilon$ in equation (\ref{film}) and collecting $\sigma$ on the left,
\begin{equation}
\sigma\left(1+\frac{4M_fh_f}{M_sh_s}\right)=M_f(g\alpha_s\Delta T-\alpha_f\Delta T),
\end{equation}
so that
\begin{equation}
\boxed{\sigma=-\frac{M_f\Delta T(\alpha_f-g\alpha_s)}{1+r}},
\qquad r=\frac{4M_fh_f}{M_sh_s}.
\label{main}
\end{equation}

Equation (\ref{fast}) follows when $g\alpha_s\ll\alpha_f$ and $r\ll1$. The slow law follows when $g=1$ and $r\ll1$. Independence of $\alpha_s$ is thus a leading-order result, with a correction that grows as heat spreads.

If the plate is held flat, the support supplies the moment and $b=0$. The weight in $g$ is then 1 in place of $4-6d/h_s$, and $r$ is divided by four. For a thin hot skin, a free plate therefore gives way about four times as much as a flat one.

The shape of the temperature profile matters too. If a free plate is at $\Delta T$ down to a depth $\delta$ and cold below, equation (\ref{g}) gives
\begin{equation}
g=\frac{4\delta}{h_s}-\frac{3\delta^2}{h_s^2}.
\end{equation}
For small $\delta$ this is small, as the mechanism requires. At $\delta=2h_s/3$ it equals $4/3$: the mean stretch and the bending each contribute $2/3$, and together they stretch the top face more than uniform heating would.

\section{How long does the cold plate hold the length?}

Take the film temperature to jump to $\Delta T$ and stay there, and the back of the plate to be insulated. Let $D$ be the thermal diffusivity of the substrate. While the heat depth $\ell=2\sqrt{Dt}$ is much smaller than $h_s$, the back face is not felt and
\begin{equation}
T(d)=\Delta T\,\operatorname{erfc}(d/\ell).
\end{equation}
Two integrals are needed. Integration by parts, with $d\operatorname{erfc}(u)/du=-2e^{-u^2}/\sqrt\pi$, gives
\begin{align}
\int_0^\infty\operatorname{erfc}u\,du&=\frac{2}{\sqrt\pi}\int_0^\infty ue^{-u^2}du=\frac{1}{\sqrt\pi},\\
\int_0^\infty u\operatorname{erfc}u\,du&=\frac{1}{\sqrt\pi}\int_0^\infty u^2e^{-u^2}du=\frac14 .
\end{align}
With $d=\ell u$ and $\tau=Dt/h_s^2$, so that $\ell/h_s=2\sqrt\tau$,
\begin{equation}
g\simeq\frac{4\ell}{\sqrt\pi\,h_s}-\frac{6\ell^2}{4h_s^2}
=8\sqrt{\frac{\tau}{\pi}}-6\tau .
\label{short}
\end{equation}
For a plate held flat the same profile gives $g\simeq2\sqrt{\tau/\pi}$. At late times $T=\Delta T$ everywhere, and equation (\ref{g}) gives $g=4-3=1$.

A finite-volume solution of the heat equation with 400 cells agrees with both short-time formulas to within 0.002 in $g$ at $\tau=0.003$, 0.005 and 0.02. For the free plate, $g$ rose at each step through 60 times between $\tau=0.003$ and 5. The overshoot found for the sharp hot layer did not appear in this diffusing profile.

These formulas assume that the plate has reached mechanical equilibrium. At earlier times inertia helps the film law. In a uniformly heated plate, neighbouring regions push equally on one another, so the centre has no reason to move sideways until a wave arrives from the edge. Until then $\varepsilon=0$ there, whatever the substrate temperature. The film must still have had time to relax its normal stress, which takes a few sound transits through its thickness.

\section{Aluminium on glass}

Take a 200 nm aluminium film on 1.0 mm of soda-lime glass, with $\Delta T=50$ K. Rough typical properties are $E_f=E_s=70$ GPa, $\nu_f=0.35$, $\nu_s=0.22$, $\alpha_f=23\times10^{-6}$/K, $\alpha_s=9\times10^{-6}$/K and $D=0.0050$ cm$^2$/s. The biaxial moduli are
\begin{equation}
M_f=\frac{70}{0.65}=107.7\ {\rm GPa},\qquad M_s=\frac{70}{0.78}=89.7\ {\rm GPa}.
\end{equation}
The two limiting stresses are
\begin{align}
\sigma_{\rm fast}&=-(107.69\times10^3)(23\times10^{-6})(50)=-123.8\ {\rm MPa},\\
\sigma_{\rm slow}&=-(107.69\times10^3)(14\times10^{-6})(50)=-75.4\ {\rm MPa}.
\end{align}
Fast heating gives 1.64 times the slow stress for the same film temperature. The fully clamped glass surface carries $-40.4$ MPa.

After 1 $\mu$s the heat depth is 1.41 $\mu$m, about seven film thicknesses but a very small part of the plate. Here $\tau=5.0\times10^{-7}$, and equation (\ref{short}) gives $g=0.0032$. Relative to $\sigma_{\rm fast}$, the thermal correction is $g\alpha_s/\alpha_f=0.125\%$, and the compliance term is $r=0.10\%$. With the film held hot and the plate free and in mechanical equilibrium, the stress then develops as follows.

\begin{center}
\begin{tabular}{ccc}
time & $g$ & $\sigma$ (MPa)\\
1 $\mu$s & 0.003 & $-123.6$\\
1 ms & 0.098 & $-119.0$\\
10 ms & 0.289 & $-109.7$\\
0.1 s & 0.709 & $-89.4$\\
1 s & 0.957 & $-77.4$\\
10 s & 1.000 & $-75.3$
\end{tabular}
\end{center}

The film temperature is the same in every row; the compression falls because the glass lengthens. At intermediate times the sag is of order $\alpha_s\Delta T R^2/(2h_s)$: about $0.02h_s$ for a half-width of 10 mm, but more than $h_s$ for 100 mm, where the intermediate rows no longer apply. The last value differs slightly from $-75.4$ MPa because the plate also yields elastically to the film.

The thermal correction reaches 1\% of $\sigma_{\rm fast}$ after 65 $\mu$s. At fixed $\tau$ this time scales as $h_s^2$, so a glass ten times thinner would reach it in about 0.65 $\mu$s, if mechanical equilibrium could be established so quickly. For a plate of 10 mm half-width, the edge wave reaches the centre after about 1.8 $\mu$s, and the bending time scale, half-width squared divided by $h_s$ and the plate sound speed, is 18 $\mu$s. The first row is therefore an equilibrium estimate; at 1 $\mu$s the centre is still held by inertia. The 65 $\mu$s is also an equilibrium estimate: bending is not much faster, and a free plate can swing past its equilibrium shape before it settles, so the centre may briefly pass the 1\% mark well before 65 $\mu$s. Sound crosses the film in 31 ps, so its normal stress has ample time to relax.

\section{A test without the linear-strain assumption}

An axisymmetric finite-element disc tests equation (\ref{main}) without prescribing how strain varies through the thickness. The materials and $\Delta T$ are those above, but $h_s/h_f=100$, the radius is $400h_f$ and $\ell=4h_f$. This thinner plate makes the corrections visible.

For fast heating the film stress at the centre of the free disc is $-114.0$ MPa, against $-114.1$ MPa from the formula. With the disc held flat, both give $-121.3$ MPa. Raising $\alpha_s$ from 9 to $30\times10^{-6}$/K, with all else fixed, changes the free-disc stress from $-114.0$ to $-104.5$ MPa in fast heating, but from $-71.9$ to $+35.9$ MPa in slow heating. The first change is about 9\% of the second, as expected from $g=0.088$. The change of sign shows that a film on a more expansive substrate can begin in compression and end in tension; equation (\ref{main}) places the crossing at $g=\alpha_f/\alpha_s$, here 0.77.

The hot skin behaves as argued. At a depth of $0.5h_f$ the disc gives a glass stress of $-26.6$ MPa, equal at this precision to $M_s(\varepsilon-\alpha_sT)$ with $\varepsilon$ taken at the top face. The hot glass is in compression.

The result fails near an edge, where the film can expand sideways. In the fast, free disc, the thickness-averaged radial film stress is 0.18 of its central value at $1.25h_f$ from the edge and 0.90 at $23h_f$.

\section{What a real film changes}

Metallised glass under a short light pulse is one real case. The assumption of a held temperature then breaks down: after the pulse the film cools while the heat stays in the glass. Equation (\ref{main}) still holds with $\Delta T$ the current film temperature, but $g$ must be recomputed from the actual profile, and the table and the 65 $\mu$s do not carry over. At fixed film temperature, the largest material correction sized here is crystal texture. Aluminium grains with (100) planes parallel to the surface change the fast stress by $-8.6\%$ in magnitude, and (111) planes by $+4.8\%$. Softening on warming changes it by about $-2.9\%$, and the rise of the expansion coefficient by about $+2.2\%$. These exceed the substrate corrections at 1 $\mu$s, so the example supports a stress near $-120$ MPa, uncertain by roughly a tenth. The further digits given above serve only to compare cases within the model. The temperature drop across the film at that time is about 0.04 K, which justifies a single film temperature.

The fast stress is 0.62 of a rough film yield stress of 200 MPa. An initial residual compression above about 76 MPa would bring the film to yield, and the linear law would then overstate the compression. The program lists the input data behind these estimates.

\section*{Table of computed values}
\begin{verbatim}
EXAMPLE: Al film on soda-lime glass, rough typical data
film, glass thickness: 200 nm, 1.0 mm
film temperature rise: 50 K
Young moduli Al, glass: 70, 70 GPa
Poisson ratios Al, glass: 0.35, 0.22
biaxial moduli Al, glass: 107.7, 89.7 GPa
expansion Al, glass: 23.0, 9.0 1e-6/K
glass diffusivity: 0.0050 cm2/s
fast-heating law: -123.8 MPa
slow uniform-heating law: -75.4 MPa
ratio fast/slow: 1.643
clamped hot glass surface: -40.4 MPa
heat depth 2*sqrt(D*t) at 1 us: 1.41 um
g at 1 us, quasi-static free plate: 0.00319
thermal correction at 1 us: 0.125 %
substrate compliance r: 0.096 %
time for 1% thermal correction: 65.1 us
HISTORY: film held hot, free plate, quasi-static
t = 1e-06 s: g = 0.0032, stress = -123.6 MPa
t = 1e-03 s: g = 0.0979, stress = -119.0 MPa
t = 1e-02 s: g = 0.2891, stress = -109.7 MPa
t = 1e-01 s: g = 0.7094, stress = -89.4 MPa
t = 1e+00 s: g = 0.9574, stress = -77.4 MPa
t = 1e+01 s: g = 1.0000, stress = -75.3 MPa
FINITE-ELEMENT DISC: h_s/h_f = 100, radius/h_f = 400, heat depth/h_f = 4
fast, free plate: disc -114.02, formula -114.11 MPa
fast, held flat: disc -121.33, formula -121.30 MPa
fast, alpha_s = 30e-6/K: disc -104.48, formula -104.63 MPa
slow, free plate: disc -71.89, formula -71.93 MPa
slow, alpha_s = 30e-6/K: disc 35.94, formula 35.97 MPa
glass stress at depth 0.5 h_f: disc -26.64, formula -26.60 MPa
film stress 1.25 h_f from edge / centre: 0.179
film stress 23.00 h_f from edge / centre: 0.897
NEGLECTED EFFECTS AND LIMITS
Al (100), (111) biaxial moduli: 98.4, 112.8 GPa
texture change of stress: -8.6 % (100), +4.8 % (111)
change from warm modulus: -2.9 %
change from warm expansion: +2.2 %
rough film yield stress: 200 MPa
fast stress / rough yield stress: 0.62
temperature drop across film at 1 us: 0.042 K
absorbed energy up to 1 us: 10.8 mJ/cm2
sound transit through film: 31 ps
plate half-width: 10 mm
edge-wave arrival at centre: 1.84 us
bending time scale, half-width^2/(h_s*speed): 18 us
\end{verbatim}
